**Mott scattering of two nonrelativistic electrons**

For unpolarised electrons the program tests dσ/dΩ = (η/2k)² [1/s⁴ + 1/c⁴ − cos(η ln tan²(θ/2))/(s²c²)], where s = sin(θ/2), c = cos(θ/2) and θ is the centre-of-mass angle. Here η = e²/(4πε₀ħv), k = mv/(2ħ), and v is the relative speed. The program asserts that the Coulomb wave function satisfies the wave equation at a sample point, and that amplitudes fitted to it at large distance agree with the closed form. It compares the singlet, triplet and unpolarised cross sections with partial-wave sums for three values of η, and the spin average with an explicit trace. At 90° the ratio of the partial-wave result to a classical cross section from numerically integrated orbits is 0.500000 for all three values of η. Further assertions cover the average over an angular window and the conversion to the laboratory frame. For a 20 eV electron striking one at rest, the cross section at 90° is 5184 pm²/sr, against a classical 1.037×10⁴ pm²/sr.

## Verification by program

```python
"""Nonrelativistic scattering of two electrons (Mott cross section).

Result under test, for unpolarised electrons and a detector that accepts
either electron, at centre-of-mass angle theta:
  dsigma/dOmega = (eta/2k)^2 [ 1/s^4 + 1/c^4 - cos(eta ln tan^2(theta/2))/(s^2 c^2) ]
with s = sin(theta/2), c = cos(theta/2). At 90 degrees it is half the
classical value, which is the Rutherford sum for both electrons.

eta = e^2/(4 pi eps0 hbar v), v = relative speed, k = (m/2) v / hbar.
The tests use lengths in units of 1/k; the worked example uses SI constants.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import eval_legendre, loggamma

mp.mp.dps = 30


def coulomb_amplitude(eta, theta):
    """Closed form of the Coulomb amplitude, in units of 1/k."""
    s2 = np.sin(theta / 2) ** 2
    sigma0 = loggamma(1 + 1j * eta).imag
    return -eta / (2 * s2) * np.exp(2j * sigma0 - 1j * eta * np.log(s2))


def mott_terms(eta, theta):
    """Direct, exchange and signed interference terms, in units of 1/k^2."""
    s2, c2 = np.sin(theta / 2) ** 2, np.cos(theta / 2) ** 2
    scale = (eta / 2) ** 2
    interference = -scale * np.cos(eta * np.log(s2 / c2)) / (s2 * c2)
    return scale / s2**2, scale / c2**2, interference


def mott(eta, theta):
    return sum(mott_terms(eta, theta))


def wave(eta, x, y, z):
    """Exact Coulomb wave function for k = 1."""
    r = mp.sqrt(x * x + y * y + z * z)
    norm = mp.exp(-mp.pi * eta / 2) * mp.gamma(1 + 1j * eta)
    return norm * mp.exp(1j * z) * mp.hyp1f1(-1j * eta, 1, 1j * (r - z))


def fitted_amplitudes(eta, theta):
    """Incident and scattered amplitudes fitted to the exact wave function.

    Each wave carries free inverse-power corrections in r."""
    r = np.linspace(200.0, 600.0, 161)
    psi = np.array([complex(wave(eta, mp.mpf(q * np.sin(theta)), mp.mpf(0),
                                 mp.mpf(q * np.cos(theta)))) for q in r])
    incident = np.exp(1j * (r * np.cos(theta)
                            + eta * np.log(r * (1 - np.cos(theta)))))
    scattered = np.exp(1j * (r - eta * np.log(2 * r))) / r
    u = 200.0 / r
    columns = [incident * u**n for n in range(5)]
    columns += [200.0 * scattered * u**n for n in range(4)]
    fit = np.linalg.lstsq(np.array(columns).T, psi, rcond=None)[0]
    return fit[0], 200.0 * fit[5]


def times_cosine(a):
    """Legendre coefficients of cos(theta) times a Legendre series."""
    l = np.arange(len(a) - 1)
    result = (l + 1) / (2 * l + 3) * a[1:]
    result[1:] += l[1:] / (2 * l[1:] - 1) * a[:-2]
    return result


def partial_wave_parts(eta, theta):
    """Even-l and odd-l parts of the amplitude from the Coulomb phases.

    The series is made convergent by multiplying it by sin^6(theta)."""
    l = np.arange(600)
    steps = np.concatenate(([0.0], np.arctan(eta / l[1:])))
    sigma = loggamma(1 + 1j * eta).imag + np.cumsum(steps)
    a = (2 * l + 1) * np.exp(2j * sigma) / 2j
    for _ in range(3):
        a = a[:-2] - times_cosine(times_cosine(a))
    terms = a * eval_legendre(np.arange(len(a)), np.cos(theta))
    terms = terms / np.sin(theta) ** 6
    return terms[0::2].sum(), terms[1::2].sum()


def deflection(b, closest):
    """Classical deflection angle; closest = head-on distance of approach."""
    q = closest / b
    top = (-q + np.sqrt(q * q + 4)) / 2
    # u = b/r = top*(1-t^2) removes the turning-point singularity
    integral = quad(lambda t: 2 * top / np.sqrt(
        top * (top * (1 - t * t) + top + q)), 0, 1,
        epsabs=1e-13, epsrel=1e-13)[0]
    return np.pi - 2 * integral


def orbit_cross_section(eta, theta):
    """Classical cross section of one electron from numerical orbits."""
    closest = 2 * eta

    def impact(angle):
        return brentq(lambda b: deflection(b, closest) - angle,
                      1e-3 * closest, 1e3 * closest, xtol=1e-13, rtol=1e-13)
    h = 1e-3
    slope = (impact(theta + h) - impact(theta - h)) / (2 * h)
    return impact(theta) * abs(slope) / np.sin(theta)


def classical_from_orbits(eta, theta):
    return orbit_cross_section(eta, theta) + orbit_cross_section(eta, np.pi - theta)


# Worked example: beam electron on an electron at rest
energy_eV = 20.0
energy = energy_eV * const.e
speed = np.sqrt(2 * energy / const.m_e)
coupling = const.e**2 / (4 * np.pi * const.epsilon_0)
eta = coupling / (const.hbar * speed)
k = const.m_e / 2 * speed / const.hbar
pm2 = (1e12 / k) ** 2
assert abs(eta / (2 * k) / (coupling / (2 * energy)) - 1) < 1e-12

# The wave function obeys the relative-motion Schroedinger equation
point, h = [mp.mpf("0.7"), mp.mpf("-0.4"), mp.mpf("1.1")], mp.mpf("1e-6")
centre = wave(eta, *point)
laplacian = mp.mpf(0)
for axis in range(3):
    plus, minus = list(point), list(point)
    plus[axis] += h
    minus[axis] -= h
    laplacian += (wave(eta, *plus) + wave(eta, *minus) - 2 * centre) / h**2
radius = mp.sqrt(sum(q * q for q in point))
residual = float(abs(laplacian + (1 - 2 * eta / radius) * centre) / abs(centre))
assert residual < 1e-9

# Amplitudes extracted from the wave function agree with the closed form
fitted, amplitude_error = {}, 0.0
for degrees in (60, 90, 120):
    theta = np.radians(degrees)
    incoming, outgoing = fitted_amplitudes(eta, theta)
    exact = coulomb_amplitude(eta, theta)
    fitted[degrees] = outgoing
    amplitude_error = max(amplitude_error, abs(incoming - 1),
                          abs(outgoing / exact - 1))
assert amplitude_error < 1e-5

# Spin average by an explicit trace, with the fitted amplitudes
swap = np.array([[1, 0, 0, 0], [0, 0, 1, 0], [0, 1, 0, 0], [0, 0, 0, 1]])
spin_error = 0.0
for degrees in (60, 90):
    theta = np.radians(degrees)
    matrix = fitted[degrees] * np.eye(4) - fitted[180 - degrees] * swap
    by_initial_spin = (abs(matrix) ** 2).sum(axis=0)
    spin_error = max(spin_error, abs(by_initial_spin.mean() / mott(eta, theta) - 1))
    # antiparallel spins: the classical sum, here from numerical orbits
    assert abs(by_initial_spin[1] / classical_from_orbits(eta, theta) - 1) < 2e-5
    if degrees == 90:
        assert by_initial_spin[0] < 1e-8 * by_initial_spin[1]
assert spin_error < 2e-5

# Singlet and triplet from partial waves, for weak and strong coupling
wave_error = 0.0
for test_eta in (0.2, eta, 3.0):
    for degrees in (30, 60, 90, 110):
        theta = np.radians(degrees)
        even, odd = partial_wave_parts(test_eta, theta)
        f1 = coulomb_amplitude(test_eta, theta)
        f2 = coulomb_amplitude(test_eta, np.pi - theta)
        size = abs(f1) ** 2 + abs(f2) ** 2
        singlet, triplet = abs(2 * even) ** 2, abs(2 * odd) ** 2
        average = singlet / 4 + 3 * triplet / 4
        wave_error = max(wave_error, abs(singlet - abs(f1 + f2) ** 2) / size,
                         abs(triplet - abs(f1 - f2) ** 2) / size,
                         abs(average - mott(test_eta, theta)) / size)
assert wave_error < 1e-7

# Ratio at 90 degrees: partial waves over numerical classical orbits
right = np.pi / 2
half_ratios = []
for test_eta in (0.2, eta, 3.0):
    even, odd = partial_wave_parts(test_eta, right)
    quantum = abs(even) ** 2 + 3 * abs(odd) ** 2
    half_ratios.append(quantum / classical_from_orbits(test_eta, right))
assert max(abs(np.array(half_ratios) - 0.5)) < 1e-5

# Angle where the interference vanishes
crossing = 2 * np.arctan(np.exp(-np.pi / (4 * eta)))
even, odd = partial_wave_parts(eta, crossing)
quantum = abs(even) ** 2 + 3 * abs(odd) ** 2
assert abs(quantum / classical_from_orbits(eta, crossing) - 1) < 1e-4

# Average over a window centred on 90 degrees
def window_ratio(eta_value, half_width):
    x = np.sin(half_width)
    u = np.log((1 + x) / (1 - x))
    return 1 - (1 - x * x) * np.sin(eta_value * u) / (4 * eta_value * x)


def window_quadrature(eta_value, half_width):
    low, high = right - half_width, right + half_width
    top = quad(lambda t: mott(eta_value, t) * np.sin(t), low, high, limit=300)[0]
    bottom = quad(lambda t: sum(mott_terms(eta_value, t)[:2]) * np.sin(t),
                  low, high, limit=300)[0]
    return top / bottom


half_width = np.radians(10)
for test_eta in (eta, 5.0, 50.0, 200.0):
    assert abs(window_ratio(test_eta, half_width)
               - window_quadrature(test_eta, half_width)) < 1e-8
assert abs(window_quadrature(200.0, half_width) - 1) < 0.01
assert abs(window_quadrature(eta, np.radians(0.1)) - 0.5) < 1e-4

# Laboratory angle and solid-angle factor from velocity vectors
def lab_angle(theta):
    return np.arctan2(np.sin(theta) / 2, (1 + np.cos(theta)) / 2)


for theta in (np.radians(50), right):
    d = 1e-5
    jacobian = ((np.cos(theta + d) - np.cos(theta - d))
                / (np.cos(lab_angle(theta + d)) - np.cos(lab_angle(theta - d))))
    assert abs(lab_angle(theta) - theta / 2) < 1e-12
    assert abs(jacobian - 4 * np.cos(theta / 2)) < 1e-7

# Printed results
print(f"beam energy, target electron at rest: {energy_eV:.1f} eV")
print(f"relative speed v: {speed:.5e} m/s")
print(f"v/c: {speed / const.c:.5f}")
print(f"relative wave number k: {k * 1e-9:.4f} 1/nm")
print(f"eta: {eta:.5f}")
print(f"length eta/(2k): {eta / (2 * k) * 1e12:.4f} pm")
print(f"(eta/(2k))^2: {(eta / 2) ** 2 * pm2:.2f} pm^2")
for degrees in (30, 60, 90):
    theta = np.radians(degrees)
    direct, exchange, interference = mott_terms(eta, theta)
    classical = direct + exchange
    total = classical + interference
    f1, f2 = coulomb_amplitude(eta, theta), coulomb_amplitude(eta, np.pi - theta)
    phase = eta * np.log(np.tan(theta / 2) ** 2)
    print(f"theta = {degrees} deg (cross sections in pm^2/sr)")
    print(f"  phase eta ln tan^2(theta/2): {phase + 0.0:.4f} rad, cosine {np.cos(phase):.4f}")
    print(f"  direct {direct * pm2:.1f}, exchange {exchange * pm2:.1f}, "
          f"interference {interference * pm2:.1f}")
    print(f"  singlet {abs(f1 + f2) ** 2 * pm2:.1f}, triplet {abs(f1 - f2) ** 2 * pm2:.1f}")
    print(f"  unpolarised {total * pm2:.1f}, classical {classical * pm2:.1f}, "
          f"ratio {total / classical:.4f}")
bohr_pm = const.physical_constants["Bohr radius"][0] * 1e12
print(f"unpolarised at 90 deg: {mott(eta, right) * pm2 / bohr_pm**2:.4f} a0^2/sr")
print(f"laboratory angle for theta = 90 deg: {np.degrees(lab_angle(right)):.1f} deg")
lab_factor = 4 * np.cos(lab_angle(right))
print(f"solid-angle factor there: {lab_factor:.4f}")
print(f"laboratory cross section there: {lab_factor * mott(eta, right) * pm2:.1f} pm^2/sr")
print(f"interference vanishes at theta: {np.degrees(crossing):.2f} deg "
      f"and {180 - np.degrees(crossing):.2f} deg")
print(f"window 80-100 deg, ratio at eta = {eta:.4f}: {window_quadrature(eta, half_width):.4f}")
print(f"window 80-100 deg, ratio at eta = 50: {window_quadrature(50.0, half_width):.4f}")
print(f"beam energy for eta = 50: {energy_eV * (eta / 50) ** 2 * 1000:.3f} meV")
print("90 deg ratio, partial waves / classical orbits:")
for test_eta, ratio in zip((0.2, eta, 3.0), half_ratios):
    print(f"  eta = {test_eta:.4f}: {ratio:.6f}")
print(f"wave equation, relative residual: {residual:.1e}")
print(f"fitted amplitudes, largest relative error: {amplitude_error:.1e}")
print(f"spin trace, largest relative error: {spin_error:.1e}")
print(f"partial waves, largest error over classical value: {wave_error:.1e}")
print("tests ok")
```

Printed output:

```
beam energy, target electron at rest: 20.0 eV
relative speed v: 2.65241e+06 m/s
v/c: 0.00885
relative wave number k: 11.4558 1/nm
eta: 0.82479
length eta/(2k): 35.9991 pm
(eta/(2k))^2: 1295.94 pm^2
theta = 30 deg (cross sections in pm^2/sr)
  phase eta ln tan^2(theta/2): -2.1724 rad, cosine -0.5660
  direct 288801.0, exchange 1488.7, interference 11735.9
  singlet 266817.9, triplet 313761.5
  unpolarised 302025.6, classical 290289.7, ratio 1.0404
theta = 60 deg (cross sections in pm^2/sr)
  phase eta ln tan^2(theta/2): -0.9061 rad, cosine 0.6168
  direct 20735.0, exchange 2303.9, interference -4263.1
  singlet 31565.1, triplet 14512.7
  unpolarised 18775.8, classical 23038.9, ratio 0.8150
theta = 90 deg (cross sections in pm^2/sr)
  phase eta ln tan^2(theta/2): -0.0000 rad, cosine 1.0000
  direct 5183.7, exchange 5183.7, interference -5183.7
  singlet 20735.0, triplet 0.0
  unpolarised 5183.7, classical 10367.5, ratio 0.5000
unpolarised at 90 deg: 1.8511 a0^2/sr
laboratory angle for theta = 90 deg: 45.0 deg
solid-angle factor there: 2.8284
laboratory cross section there: 14661.8 pm^2/sr
interference vanishes at theta: 42.20 deg and 137.80 deg
window 80-100 deg, ratio at eta = 0.8248: 0.5169
window 80-100 deg, ratio at eta = 50: 1.0270
beam energy for eta = 50: 5.442 meV
90 deg ratio, partial waves / classical orbits:
  eta = 0.2000: 0.500000
  eta = 0.8248: 0.500000
  eta = 3.0000: 0.500000
wave equation, relative residual: 5.4e-14
fitted amplitudes, largest relative error: 8.6e-08
spin trace, largest relative error: 1.6e-07
partial waves, largest error over classical value: 4.6e-10
tests ok
```
